\section*{Why Modal Absorption in a Waveguide Can Exceed Bulk Core Absorption}

\section*{Question}

A silicon strip waveguide has a core that absorbs light weakly and uniformly, and a cladding that does not absorb at all. Part of the guided field lies in the cladding. How can the mode nevertheless lose more power per centimetre than a plane wave travelling in bulk core material?

\section*{Mechanism: absorption per time and absorption per length}

An absorption coefficient counts loss per unit length. The material, however, acts on the stored field as time passes. The two are linked by the speed at which energy moves along the guide:
\begin{equation}
\text{loss per length}=\frac{\text{loss per time}}{\text{energy velocity}} .
\label{eq:idea}
\end{equation}

Leave material dispersion aside for the moment. In bulk material of index $n$, energy moves at $c/n$, so an absorption coefficient $\alpha_{\rm core}$ means a decay rate $\alpha_{\rm core}c/n$ in time. In the guide, only the part of the electric energy that lies in the core is exposed to absorption. If this part is $f_E$, the decay rate falls to $f_E\,\alpha_{\rm core}c/n$. The guide never absorbs faster in time than the bulk does.

But the mode carries its energy at the group velocity $v_g=c/n_g$, which can be well below $c/n$. Dividing by it gives
\begin{equation}
\alpha_{\rm mode}=\frac{f_E\,\alpha_{\rm core}c/n}{c/n_g}
=\frac{n_g}{n}\,f_E\,\alpha_{\rm core}.
\label{eq:frozen}
\end{equation}
The light spends longer in each centimetre. If this delay outweighs the loss of overlap, that is if $n_g/n>1/f_E$, the modal absorption exceeds the bulk value. The factor $\Gamma=\alpha_{\rm mode}/\alpha_{\rm core}$ is therefore not a fraction, although $f_E$ is one.

This argument has assumed that energy moves at the group velocity and that electric energy is the right weight. Both follow from Maxwell's equations, and the derivation also shows what changes when the materials are dispersive.

\section*{Formula}

\subsection*{Conventions and power balance}

The guide is uniform along $z$, nonmagnetic and isotropic. Fields vary as $e^{i(\beta z-\omega t)}$, and the mode is bound, so its fields vanish far from the core. The relative permittivity is $\varepsilon=\varepsilon'+i\varepsilon''$, with $\varepsilon''>0$ for absorption. Maxwell's equations read
\begin{equation}
\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad
\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E .
\label{eq:maxwell}
\end{equation}

In bulk core material $\varepsilon=(n+i\kappa)^2\simeq n^2+2in\kappa$ for $\kappa\ll n$. The amplitude falls as $e^{-\kappa\omega z/c}$ and the power as its square, so
\begin{equation}
\alpha_{\rm core}=\frac{2\omega\kappa}{c},\qquad
\varepsilon''=2n\kappa=\frac{n c\,\alpha_{\rm core}}{\omega}.
\label{eq:bulk}
\end{equation}

From $\nabla\cdot(\mathbf E\times\mathbf H^*)=\mathbf H^*\cdot\nabla\times\mathbf E-\mathbf E\cdot\nabla\times\mathbf H^*$ and (\ref{eq:maxwell}),
\begin{equation}
\nabla\cdot(\mathbf E\times\mathbf H^*)
=i\omega\left(\mu_0|\mathbf H|^2-\varepsilon_0\varepsilon'|\mathbf E|^2\right)
-\omega\varepsilon_0\varepsilon''|\mathbf E|^2 .
\label{eq:poynting}
\end{equation}
Integrate over the cross-section. The lateral flux vanishes, and half the real part gives the change of the guided power $P=\tfrac12{\rm Re}\int(\mathbf E\times\mathbf H^*)_z\,dA$. With $dP/dz=-\alpha_{\rm mode}P$ and (\ref{eq:bulk}),
\begin{equation}
\alpha_{\rm mode}=\frac{\omega\varepsilon_0}{2P}\int_{\rm core}\varepsilon''|\mathbf E|^2dA
=\alpha_{\rm core}\,\frac{n\varepsilon_0c}{2P}\int_{\rm core}|\mathbf E|^2dA .
\label{eq:balance}
\end{equation}
To first order in the absorption, the fields on the right may be those of the lossless mode. Since $\tfrac12n\varepsilon_0c|\mathbf E|^2$ is the intensity of a plane wave with field $\mathbf E$, $\Gamma>1$ means that the mode needs more squared field in the core than a plane wave does to carry the same power.

\subsection*{Stored energy}

For the lossless mode $\beta$ is real, so $\mathbf E\times\mathbf H^*$ does not depend on $z$. The integral of the left side of (\ref{eq:poynting}) is then zero, and with $\varepsilon=n^2$
\begin{equation}
\int\mu_0|\mathbf H|^2dA=\int\varepsilon_0n^2|\mathbf E|^2dA .
\label{eq:equal}
\end{equation}
In a dispersive lossless medium, the time-averaged energy per unit length is
\begin{equation}
W=\frac14\int\left[\varepsilon_0\frac{d(\omega n^2)}{d\omega}|\mathbf E|^2+\mu_0|\mathbf H|^2\right]dA .
\label{eq:W}
\end{equation}
Replace the magnetic term by (\ref{eq:equal}) and let $N=n+\omega\,dn/d\omega$ be the group index of the material. The coefficient of $\varepsilon_0|\mathbf E|^2$ becomes
\begin{equation}
\frac{d(\omega n^2)}{d\omega}+n^2=2n^2+2n\omega\frac{dn}{d\omega}=2nN,
\qquad\text{so}\qquad
W=\frac{\varepsilon_0}{2}\int nN|\mathbf E|^2dA .
\label{eq:WN}
\end{equation}

\subsection*{Energy velocity}

Let a subscript $\omega$ denote a derivative with respect to frequency, taken along the lossless mode. Differentiating (\ref{eq:maxwell}) gives
\begin{align}
\nabla\times\mathbf E_\omega&=i\mu_0\mathbf H+i\omega\mu_0\mathbf H_\omega,\\
\nabla\times\mathbf H_\omega&=-i\varepsilon_0(\omega n^2)_\omega\mathbf E-i\omega\varepsilon_0n^2\mathbf E_\omega .
\end{align}
Take the divergence of $\mathbf G=\mathbf E_\omega\times\mathbf H^*+\mathbf E^*\times\mathbf H_\omega$:
\begin{align}
\nabla\cdot\mathbf G
&=\mathbf H^*\!\cdot\nabla\times\mathbf E_\omega-\mathbf E_\omega\cdot\nabla\times\mathbf H^*
+\mathbf H_\omega\cdot\nabla\times\mathbf E^*-\mathbf E^*\!\cdot\nabla\times\mathbf H_\omega\nonumber\\
&=i\mu_0|\mathbf H|^2+i\omega\mu_0\mathbf H^*\!\cdot\mathbf H_\omega
-i\omega\varepsilon_0n^2\mathbf E_\omega\cdot\mathbf E^*\nonumber\\
&\quad-i\omega\mu_0\mathbf H_\omega\cdot\mathbf H^*
+i\varepsilon_0(\omega n^2)_\omega|\mathbf E|^2+i\omega\varepsilon_0n^2\mathbf E^*\!\cdot\mathbf E_\omega\nonumber\\
&=i\left[\mu_0|\mathbf H|^2+\varepsilon_0(\omega n^2)_\omega|\mathbf E|^2\right].
\end{align}
The terms with differentiated fields cancel in pairs. The cross-section integral of the right side is $4iW$.

For the left side, write $\mathbf E=\mathbf e(x,y)e^{i\beta z}$ and $\mathbf H=\mathbf h(x,y)e^{i\beta z}$. Then $\mathbf E_\omega=(\mathbf e_\omega+iz\beta_\omega\mathbf e)e^{i\beta z}$, and likewise for $\mathbf H_\omega$. The part of $\mathbf G$ that depends on $z$ is $iz\beta_\omega(\mathbf e\times\mathbf h^*+\mathbf e^*\times\mathbf h)$. Only this part survives $\partial_z$, and the $z$ component of the bracket integrates to $4P$. Hence $4i\beta_\omega P=4iW$, or
\begin{equation}
P=v_gW,\qquad v_g=\frac{d\omega}{d\beta}=\frac{c}{n_g}.
\label{eq:vg}
\end{equation}

\subsection*{Result}

Insert (\ref{eq:WN}) and (\ref{eq:vg}) into (\ref{eq:balance}). The factors $\varepsilon_0c/2$ cancel:
\begin{equation}
\Gamma=n_g\,\frac{n\int_{\rm core}|\mathbf E|^2dA}{\int nN|\mathbf E|^2dA}
=\frac{n_g}{N_{\rm core}}\,f,\qquad
f=\frac{\int_{\rm core}nN|\mathbf E|^2dA}{\int nN|\mathbf E|^2dA}.
\label{eq:main}
\end{equation}
The second form follows on multiplying and dividing by $N_{\rm core}$. Without material dispersion $N=n$, the share $f$ becomes the electric-energy share $f_E$, and (\ref{eq:frozen}) is recovered.

Equation (\ref{eq:frozen}) also holds for dispersive materials, provided that $n_g$ is computed with the material indices held at their values at the operating frequency. The reason is visible in (\ref{eq:balance}): $\Gamma$ depends on the field at one frequency and not on how the indices vary around it. A measured group index does contain material dispersion, so it must be paired with $N_{\rm core}$ and $f$.

\section*{A slab that can be solved by hand}

Let a core layer of thickness $d$ lie between claddings of index $n_c$, with $\mathbf E=\hat{\mathbf y}E(x)e^{i\beta z}$ parallel to the layer (TE polarization). The $x$ component of the first equation in (\ref{eq:maxwell}) gives $H_x=-\beta E/(\omega\mu_0)$. With $\beta=n_{\rm eff}\omega/c$ and $1/(\mu_0c)=\varepsilon_0c$, the power per unit width is
\begin{equation}
P=\frac{\beta}{2\omega\mu_0}\int|E|^2dx=\frac{\varepsilon_0c\,n_{\rm eff}}{2}\int|E|^2dx .
\end{equation}
Equation (\ref{eq:balance}) then becomes
\begin{equation}
\Gamma=\frac{n}{n_{\rm eff}}F,\qquad F=\frac{\int_{\rm core}|E|^2dx}{\int|E|^2dx}.
\label{eq:slab}
\end{equation}
In the core the mode is a pair of plane waves inclined to the axis by $\theta$, with $\cos\theta=n_{\rm eff}/n$. The factor $n/n_{\rm eff}=1/\cos\theta$ is the lengthening of the zigzag path, and $F$ removes the part of the field outside the core. Since $n_{\rm eff}>n_c$ and $F<1$, a TE slab obeys $\Gamma<n/n_c$.

How far below this bound it stays depends on both $n_{\rm eff}$ and the tail. Put $k_0=\omega/c$, $k^2=n^2k_0^2-\beta^2$, $\gamma^2=\beta^2-n_c^2k_0^2$ and $K^2=k^2+\gamma^2=(n^2-n_c^2)k_0^2$. The fundamental mode is $\cos kx$ inside and decays as $e^{-\gamma|x|}$ outside, with $\tan(kd/2)=\gamma/k$. On one side of the centre, and up to a common factor $\tfrac12$, $|E|^2$ integrates to $d/2+\sin(kd)/(2k)=d/2+\gamma/K^2$ in the core and to $\cos^2(kd/2)/\gamma=k^2/(\gamma K^2)$ in the cladding. The sum is $d/2+1/\gamma$, so
\begin{equation}
1-F=\frac{2k^2}{K^2(\gamma d+2)} .
\end{equation}
For a thick slab of low index contrast, $k\simeq\pi/d$, $\gamma\simeq K$ and $n/n_{\rm eff}\simeq1+k^2/(2n^2k_0^2)$. To leading order,
\begin{equation}
\Gamma-1\simeq\frac{\pi^2}{d^2}\left(\frac{1}{2n^2k_0^2}-\frac{2}{K^3d}\right).
\label{eq:thick}
\end{equation}
The correction to $k\simeq\pi/d$ adds another term in $d^{-3}$. It is smaller than the last term by the factor $1-n_c^2/n^2$, so it may be dropped at low contrast but not for silicon in silica. In this approximation the excess is positive for $d>d_0=4n^2k_0^2/K^3$ and largest at $d=\tfrac32d_0$. For $n=1.460$, $n_c=1.444$ and a wavelength of 1550 nm, $d_0$ is about 210 µm. The full slab solution has its maximum near 312 µm, where $\Gamma-1$ is only $4.7\times10^{-7}$. With $n=3.480$ in the same cladding, the largest value for the fundamental TE mode is 1.027, at a thickness of about 420 nm. High contrast thus makes a sizeable excess possible at a thickness below the wavelength, but it does not guarantee one: at 220 nm the same silicon slab has $\Gamma=1.220\times0.811=0.989$.

This slab also confirms the mechanism. With $\beta$ held real and the frequency allowed to be complex, its decay rate in time is 0.9614 of the bulk rate, equal to its electric-energy share.

\section*{Number: a silicon strip at 1550 nm}

Take a strip 450 nm wide and 220 nm high, surrounded by silica, in its fundamental mode with $\mathbf E$ mainly along the width. The core has $n=3.480$ and $N=3.604$, the cladding 1.444 and 1.463. The core absorption is 5.00 dB/cm, or 1.151 cm$^{-1}$.

A full-vector solution gives $n_g=4.156$ with frozen material indices and $f_E=0.8967$. Therefore
\begin{equation}
\Gamma=\frac{4.156}{3.480}\times0.8967=1.194\times0.8967=1.071 .
\end{equation}
With material dispersion included, $n_g=4.294$ and $f=0.8987$, and
\begin{equation}
\Gamma=\frac{4.294}{3.604}\times0.8987=1.071 .
\end{equation}
Solving for the lossy mode directly, with $\kappa=1.42\times10^{-5}$ in the core, gives ${\rm Im}\,n_{\rm eff}/\kappa=1.071$ as well. The modal absorption is
\begin{equation}
\alpha_{\rm mode}=1.071\times5.00\ \text{dB/cm}=5.35\ \text{dB/cm},
\end{equation}
or 1.233 cm$^{-1}$. A finer grid changes $\Gamma$ from 1.0708 to 1.0699, so the third decimal is uncertain. The converged value is close to 1.069, the frozen $n_g$ above is high by about 0.004, and $f_E$ is high by about 0.0006.

The same result can be read in time, with frozen indices. The stored energy decays at 8.89 ns$^{-1}$, against 9.92 ns$^{-1}$ in the bulk, which is slower. But it needs 138.6 ps per centimetre instead of 116.1 ps. The products are 1.233 and 1.151 per centimetre.

Two other combinations give wrong answers. Pairing the dispersive $n_g=4.294$ with $n=3.480$ and $f_E$ gives 1.106, which is 3.3\% above the correct $\Gamma$. Using the core share of the guided power, 0.770 on this grid (about 0.768 when converged), would predict about 3.85 dB/cm. That share says where the power flows, not how much squared field is needed to carry it.

The width decides which factor wins. With height, wavelength and indices held fixed:
\begin{center}
\begin{tabular}{cccc}
width (nm) & $n_g$ (frozen) & $f_E$ & $\Gamma$\\
300 & 4.015 & 0.688 & 0.794\\
350 & 4.304 & 0.806 & 0.997\\
450 & 4.156 & 0.897 & 1.071\\
600 & 3.924 & 0.936 & 1.055\\
900 & 3.738 & 0.954 & 1.025
\end{tabular}
\end{center}
The grid error is largest at 300 nm, where $n_g$ is high by about 0.012 and $\Gamma$ by about 0.004; at 350 nm these errors are about 0.006 and 0.002, so the converged $\Gamma$ there is near 0.995, and from 450 nm upward they are at most about 0.004 and 0.002. At 300 nm too much of the field is in the cladding. At 350 nm the group index is the highest in the table, yet the reduced overlap slightly outweighs its effect. The maximum of $\Gamma$ lies near 460 nm. Beyond it the overlap still improves, but the group index falls faster. A very wide strip approaches the 220 nm slab, whose $\Gamma$ is 0.989, so the excess must eventually disappear.

\section*{Real guides and limits of the formula}

The dimensions are those of a common silicon wire guide. The indices are rough typical values, and 5 dB/cm is a round figure of the size expected from moderate doping. The formula also assumes that core absorption is the only loss, which is not true of real guides. Sidewall scattering of roughly 2 dB/cm would raise the total to 7.35 dB/cm. Dividing this by the core absorption gives an apparent $\Gamma$ of 1.47, so scattering must be subtracted before the 7\% effect can be seen.

The following changes are smaller. Heating by 50 K, with $\alpha_{\rm core}$ held fixed, raises $\Gamma$ by about 0.002. A width error of 10 nm changes it by less than 0.001, because 450 nm lies close to the maximum. Two-photon absorption at 1 mW, estimated from a rough coefficient of 0.5 cm/GW and a field taken as uniform over the core, adds a few thousandths of a dB/cm; absorption by the carriers it creates is not included.

If the absorption varies over the cross-section, as with a doping profile, $\alpha_{\rm core}$ must stay inside the integral in (\ref{eq:balance}), and a single $\Gamma$ no longer describes the guide. Absorption at the core surface needs its own term. The first-order result also requires a bound mode whose field is hardly changed by the loss. It fails for leaky modes, and for absorption strong enough to reshape the field or to alter a very small group velocity. Most of the values quoted here appear in the numerical output below or follow from the formulas and sums given in the text. The grid errors and the converged $\Gamma$ are estimates from finer discretization.

\section*{Computed results}
\begin{verbatim}
wavelength 1550 nm, strip 450 nm x 220 nm
core index n 3.480, core material group index N 3.604
cladding index 1.444, its group index 1.4626
index slopes core, cladding: -0.080, -0.012 per um
core absorption 5.00 dB/cm = 1.151 1/cm
core extinction index kappa 1.420e-05
strip effective index 2.360
strip group index, frozen materials 4.156
strip group index, dispersive materials 4.294
same from energy / power flow 4.294
electric-energy share f_E 0.8967, dispersive share f 0.8987
ratio n_g/n frozen 1.1942, n_g/N dispersive 1.1915
Gamma from lossy mode 1.0708
Gamma frozen formula 1.0708
Gamma dispersive formula 1.0708
Gamma wrongly mixed 1.1064
mixing error 3.33 percent
Gamma on finer grid 1.0699
core share of guided power 0.7702
modal absorption 5.35 dB/cm = 1.233 1/cm
frozen transit time per cm: bulk 116.1 ps, strip 138.6 ps
frozen energy decay rate: bulk 9.918 1/ns, strip 8.893 1/ns
width nm, n_eff, frozen n_g, f_E, Gamma:
  300  1.832  4.015  0.688  0.794
  350  2.060  4.304  0.806  0.997
  450  2.360  4.156  0.897  1.071
  600  2.573  3.924  0.936  1.055
  900  2.728  3.738  0.954  1.025
TE slab 220 nm: n_eff 2.8517, n_g 3.5813
  |E|^2 share F 0.8107, electric share 0.9614
  share from decay in time 0.9614
  zigzag factor n/n_eff 1.2203, Gamma 0.9893
largest TE slab Gamma, silicon in silica 1.0269 at 419 nm; bound 2.410
largest TE slab Gamma - 1, index 1.460 in 1.444: 4.7e-07 at 312 um; bound 0.0111
heating by 50 K at 1.8e-04 1/K: Gamma change +0.0021
width +10 nm, -10 nm: Gamma change +0.0003, -0.0008
sidewall scattering (rough) 2.0 dB/cm; apparent Gamma if not subtracted 1.471
two-photon coefficient (rough) 0.50 cm/GW
two-photon loss at 1 mW: 0.0025 dB/cm
\end{verbatim}
